One mismatch in a 64-cell resistive content-addressable word

**Problem**

A content-addressable memory compares a query with all its stored words at once. Each word has its own match line. In the design considered here, the line is charged beforehand and then discharges through the cells of the word; a word that agrees with the query should discharge slowly, and a word that disagrees should discharge fast.

Consider a word of N = 64 cells, all connected in parallel between the match line and ground. Each cell has two branches, and each branch is a resistive memory device in series with a transistor. The query bit turns on one of the two transistors. The devices are programmed so that a matching query bit selects the device in its high-resistance state, while a wrong query bit selects the one in its low-resistance state.

The selected path, transistor included, has a resistance of 1 MΩ for a match and 10 kΩ for a mismatch. The corresponding conductances are G_off = 1 µS and G_on = 100 µS, so the on-off ratio is

r = G_on/G_off = 100.

The line capacitance is 0.5 fF per cell, or C = 32 fF in total, and the line is precharged to V₀ = 0.5 V.

(a) By what factor does the total conductance of a fully matching word change when one bit is wrong?

(b) When should the line voltage be read to separate these two cases best, and how large is the voltage difference then?

(c) Do a reading time and a threshold chosen in this way still serve when the word is hot and its transistors and wiring are not ideal?

For (a) and (b), take the paths to be ohmic and identical within each state, the unselected branches to be open, and the match line to have no resistance.

**First estimate by scaling**

A mismatch turns on one path that conducts r times as well as a leaking one. Against it stands the leakage of the whole word, which grows with the number of cells. The signal relative to the background is therefore of order

G_on/(N G_off) = r/N = 100/64 ≈ 1.56.

Adding this signal to a background of unity gives a first estimate of the conductance ratio:

ρ_est = 1 + r/N ≈ 2.56.

The contrast of a hundred in one cell has shrunk to a factor between two and three for the word, because the other cells leak in parallel.

The time scale follows from C divided by a typical conductance. The leakage of the full match is 64 µS, and the mismatch adds about 100 µS, so a typical value between the two cases is 100 µS. Since 1 fF/µS = 1 ns, this gives

t_est = 32 fF / 100 µS = 0.32 ns.

The two discharge rates differ by more than a factor of two, so the voltage difference should reach a sizeable fraction of V₀.

**Exact solution: the conductance**

All cells have the same voltage V across them. By Kirchhoff's current law the currents add, and since each current is proportional to V, the conductances add as well. If k bits are wrong, there are k paths with G_on and N − k paths with G_off:

G_k = (N − k) G_off + k G_on.

Insert G_on = r G_off and collect the terms in k:

G_k = G_off [N − k + k r] = G_off [N + k(r − 1)].

For a full match, k = 0 and G₀ = N G_off. Division by G₀ gives

G_k/G₀ = 1 + k(r − 1)/N.

The factor is r − 1 and not r because the wrong cell replaces one of the leaking paths; it is not an additional cell.

For one mismatch in the given word,

G₀ = 64 × 1 µS = 64 µS,

G₁ = 63 × 1 µS + 100 µS = 163 µS,

ρ = G₁/G₀ = 163/64 ≈ 2.55.

This answers (a): one mismatch raises the conductance to about 2.5 times its full-match value. The increase itself is 99 µS, which is 1.55 times the full-match value. "To 2.5 times" and "by 2.5 times" are different statements, and the first is the true one.

The result does not depend on which bit is wrong or on what is stored, since each cell presents one selected path in either case. Solving Kirchhoff's equations for a network with both branches of all 64 cells, with nearly ideal wires and transistors, also gives 64 µS and 163 µS.

**What the formula says about word length**

The ratio is at least two if (r − 1)/N ≥ 1, that is, if

N ≤ r − 1.

With r = 100 the longest such word has 99 cells. Conversely, solving ρ = 1 + (r − 1)/N for r gives

r = 1 + N(ρ − 1).

To obtain ρ = 10 with 64 cells, the paths would need an on-off ratio of 1 + 64 × 9 = 577. Both statements hold for identical ohmic paths and no other leakage.

Two limits show the range of behaviour. If r is much larger than N, the mismatched path carries nearly all the current of the word and ρ approaches r/N. If N is much larger than r, then ρ approaches 1, and the mismatch is lost in the background however clearly a single cell distinguishes its two states.

Telling one mismatch from two is harder than detecting the first. With k = 2,

G₂ = 62 × 1 µS + 2 × 100 µS = 262 µS,

G₂/G₁ = 262/163 ≈ 1.61.

Each further mismatch adds the same 99 µS, but to a larger total. In general,

G_(k+1)/G_k = 1 + (r − 1)/[N + k(r − 1)],

which decreases towards 1 as k grows. A line that detects a mismatch well may therefore still count mismatches poorly.

**Exact solution: the discharge**

After the precharge has been switched off, the charge CV on the line decreases at the rate of the current GV:

C dV/dt = −G V.

With V = V₀ at t = 0 the solution is

V(t) = V₀ exp(−G t/C).

The difference between a full match and one mismatch is

D(t) = V₀ [exp(−G₀t/C) − exp(−G₁t/C)].

It vanishes at t = 0, when neither line has discharged, and at late times, when both have. Its derivative is

dD/dt = (V₀/C) [G₁ exp(−G₁t/C) − G₀ exp(−G₀t/C)].

Take the factor exp(−G₀t/C) out of the bracket:

dD/dt = (V₀/C) exp(−G₀t/C) {G₁ exp[−(G₁ − G₀)t/C] − G₀}.

The expression in braces starts at G₁ − G₀ > 0 and decreases steadily towards −G₀. It changes sign once, from positive to negative, so D has a single maximum. There,

exp[(G₁ − G₀)t*/C] = G₁/G₀ = ρ,

and taking the logarithm gives

t* = C ln ρ/(G₁ − G₀).

To find the voltages at this time, use G₁ − G₀ = (ρ − 1)G₀. Then

G₀t*/C = ln ρ/(ρ − 1),

and the matching line stands at

V_match = V₀ exp[−ln ρ/(ρ − 1)] = V₀ ρ^(−1/(ρ−1)).

The condition for the maximum also says that G₁V_miss = G₀V_match, so V_miss = V_match/ρ. The largest difference is therefore

D* = V_match − V_miss = V₀ ρ^(−1/(ρ−1)) (1 − 1/ρ).

With ρ = 2.547 we have ln ρ = 0.935, and the numbers are

t* = 32 fF × 0.935 / 99 µS = 0.302 ns,

V_match = 0.5 V × exp(−0.935/1.547) = 0.273 V,

V_miss = 0.273 V / 2.547 = 0.107 V,

D* = 0.273 V − 0.107 V = 0.166 V.

This answers (b). The largest difference is about one third of the precharge voltage. A threshold midway between the two levels lies at 0.190 V and leaves 83 mV on either side.

The capacitance sets the time but not the voltage difference, because C does not appear in D*. A larger line capacitance slows the reading without changing the best separation, as long as the conductances stay the same.

For a long word, put ε = (r − 1)/N, so that ρ = 1 + ε with ε small. Then ln ρ/(ρ − 1) tends to 1 and 1 − 1/ρ tends to ε. The difference becomes

D* ≈ V₀ ε/e = V₀ (r − 1)/(e N), with e = 2.718 here.

It falls as 1/N. In the opposite limit, r much larger than N, ρ^(−1/(ρ−1)) and 1 − 1/ρ both tend to 1, and D* approaches the full precharge V₀.

**Comparison of the two**

The conductance estimate was 1 + r/N, and the exact ratio is 1 + (r − 1)/N. They differ by

ρ_est − ρ = 1/N = 1/64 ≈ 0.016.

Relative to the exact ratio this is

(1/N)/ρ = 1/(N + r − 1) = 1/163 ≈ 0.6 %.

The estimate counted 64 leaking paths beside the mismatched one, although 63 remain. The error is small because a single leaking path is small compared with the total. It stays small for any long word, but the estimate misses an exact limit. For r = 1 the two states are alike, and a mismatch changes nothing; the exact ratio is then 1, while the estimate gives 1 + 1/N. For k mismatches the corresponding estimate 1 + kr/N is too high by k/N. If all cells mismatch it gives 1 + r instead of r.

The time estimate of 0.32 ns is about 6 % above the exact 0.302 ns. That a time of this order must result can be seen from

ln(G₁/G₀) = ∫ dG/G, taken from G₀ to G₁.

The integrand lies between 1/G₁ and 1/G₀, so the integral lies between (G₁ − G₀)/G₁ and (G₁ − G₀)/G₀. Multiplying by C/(G₁ − G₀) gives

C/G₁ < t* < C/G₀.

Here the bounds are 0.196 ns and 0.500 ns, the two time constants of the line. Any typical conductance between G₀ and G₁ thus gives a time within the same bounds.

**What a real word changes**

The resistances are rough typical values for hafnium-oxide resistive cells, whose on-off ratio depends strongly on how they are programmed. The capacitance is also a rough value, and the time of 0.3 ns leaves out the delays of the drivers and of the sensing circuit. The effects below are sized with rough parameters, one at a time, with the other settings held fixed.

*Series transistor.* If the ratio of 100 belongs to the bare devices, a transistor of 3 kΩ reduces the ratio of the paths to

(1000 + 3)/(10 + 3) = 77.2.

The word ratio is then 1 + 76.2/64 = 2.19. The transistor matters because its resistance is a sizeable part of the low-resistance path, although it is negligible beside 1 MΩ.

*Unselected branches and wiring.* A leakage of 1 nA at 0.5 V through each unselected transistor adds 2 nS per cell, or 0.13 µS for the word. The ratio falls slightly, to 2.544. A line resistance of 2 Ω per cell, with the mismatch at the far end, gives 2.52 for a line held at a fixed voltage from one end. In the discharge the effect is smaller, because the charge is spread along the line: a full match drives no current through the wire, and the ratio of the discharge rates is 2.54 for a mismatch at either end. The full line resistance times the full line capacitance is 4 ps, short compared with t*, so treating the line as a single capacitor is reasonable here.

*Temperature.* Suppose that conduction in the high-resistance state is thermally activated with E = 0.1 eV, and that the low-resistance state does not change. Between T₁ = 25 °C and T₂ = 85 °C, both converted to kelvin in the formula, the leakage grows by

exp[(E/k_B)(1/T₁ − 1/T₂)] = 1.92.

The on-off ratio drops to 100/1.92 = 52, and the word ratio to 1.80. Of the effects sized here one at a time, this lowers the ratio most.

*Nonlinear leakage.* Let the high-resistance current follow sinh(V/V_s) with V_s = 0.4 V, keeping its value at 0.5 V fixed. As V tends to zero, its conductance becomes

G_off (V₀/V_s)/sinh(V₀/V_s) = 1 µS × 1.25/1.60 = 0.78 µS.

The word ratio at low voltage is then 2.99. The leakage weakens while the line discharges, and the largest voltage difference rises from 166 mV to 173 mV. For this law, the ohmic assumption slightly understates the separation.

*Spread between cells.* Let ln G be normally distributed about the logarithm of the nominal value, with standard deviation s = 0.5 for the high-resistance state and 0.1 for the low-resistance state. With G = G_med exp(sx) and x a standard normal variable, completing the square,

sx − x²/2 = s²/2 − (x − s)²/2,

gives the mean G_med exp(s²/2). The same step with 2s in place of s gives the mean of G², so the variance is (mean)² [exp(s²) − 1]. The average leakage per cell therefore rises by 13 %. For independent cells the means and the variances add:

full match: 72.5 µS, standard deviation 4.8 µS;

one mismatch: 171.9 µS, standard deviation 11.2 µS.

The ratio of the means is 2.37. A cut at the geometric mean of the ideal conductances, 102 µS, lies about six standard deviations from either mean. None of 40,000 sampled sums fell on the wrong side. This sample cannot establish very small error rates. The sum of lognormal terms has a heavier upper tail than a normal distribution: a full match exceeds the cut with probability about 2 × 10⁻⁷, not the 5 × 10⁻¹⁰ that 6.1 standard deviations would suggest. The rate depends steeply on the assumed spread of the high-resistance state, rising to about 3 × 10⁻⁴ for s = 0.6 and 1 × 10⁻² for s = 0.7, and a real distribution may have heavier tails than the one assumed.

*Thermal noise.* A capacitor in equilibrium has the mean energy C⟨v²⟩/2 = k_BT/2 in its voltage fluctuation v. Hence the root-mean-square voltage is √(k_BT/C) = 0.36 mV at 25 °C, far below the 83 mV on either side of the threshold.

**The hot word with fixed settings**

For (c), combine the 3 kΩ transistor, the wiring of 2 Ω per cell and the temperature of 85 °C, and raise the leakage of each unselected transistor to 10 nA. The leakage through the devices is taken as ohmic, and the spread between cells is left out. For the line held at a fixed voltage from one end, the network then gives

G₀ = 122.8 µS, G₁ = 195.9 µS, G₁/G₀ ≈ 1.60.

Keep the reading time at 0.302 ns and the threshold at 0.190 V. The line voltages are now

V_match = 0.5 V × exp(−122.8 × 0.302/32) = 0.157 V,

V_miss = 0.5 V × exp(−195.9 × 0.302/32) = 0.079 V.

These values use the conductances of the driven line in the single-capacitor law. With the capacitance distributed along the wire, the discharge rates correspond to 123.4 µS and 198.2 µS, a ratio of 1.61, and the voltages are 0.156 V and 0.077 V. In either treatment both lie below the threshold, so the fully matching word is read as a mismatch. The answer to (c) is no for these parameters.

The failure comes mainly from the common leakage. Temperature alone would raise the full-match conductance to 64 µS × 1.92 ≈ 123 µS, practically the value found with all effects together. The leakage at which the fixed reading fails follows from setting V_match equal to the threshold:

G₀ = (C/t*) ln(V₀/V_threshold) = (32 fF/0.3022 ns) ln(0.5/0.1902) ≈ 102 µS.

A rise of the leakage by a factor of about 1.6 is thus enough, and the assumed heating exceeds it.

The two hot cases are still 78 mV apart at the same reading time. For identical cells, a threshold near 0.118 V would separate them, with about 39 mV on either side instead of 83 mV. With the spread assumed above, this threshold would misread about 8 % of full matches, because the spread raises and broadens the leakage; the best threshold then lies near 0.095 V, and the two error probabilities still add to about 4 × 10⁻⁴. Without spread, noise or an offset in the sensing circuit, any conductance ratio greater than one makes the separation possible; in a real word the voltage difference must also exceed these disturbances. Whether the reading is correct depends also on the absolute leakage, to which the time and the threshold must be matched.

Values computed for the example and the checks

```
Cells per word: 64
Low, high resistance: 10, 1000 kOhm
On-off ratio: 100
Cell conductance off, on: 1.0, 100.0 uS
Full match G0: 64.00 uS
One mismatch G1: 163.00 uS
Two mismatches G2: 262.00 uS
Ratio G1/G0: 2.547
Increase (G1-G0)/G0: 1.547
Ratio G2/G1: 1.607
Longest word with G1/G0 >= 2 at ratio 100: 99 cells
On-off ratio needed for G1/G0 = 10, 64 cells: 577
Capacitance per cell, line: 0.5, 32.0 fF
Precharge: 0.50 V
Time constant match, mismatch: 0.500, 0.196 ns
Best sensing time: 0.302 ns
Line voltage match, mismatch: 0.273, 0.107 V
Largest margin: 165.9 mV
Margin / precharge: 0.332
Midway threshold: 0.190 V
-- neglected effects, rough parameters --
Transistor 3 kOhm: path ratio 77.2
  G1/G0 with transistor: 2.190
Off-transistor leakage 1 nA: G1/G0 2.544
Wire 2 Ohm per cell: G1/G0 2.519
Wire resistance x line capacitance: 4.1 ps
Activation energy: 0.10 eV
Leakage factor 25 to 85 C: 1.92
  G1/G0 hot, temperature alone: 1.798
Sinh voltage scale: 0.40 V
  G1/G0 at low voltage: 2.987
  Largest margin with sinh law: 172.5 mV
Spread of ln G, off and on: 0.5, 0.1
  Match mean, s.d.: 72.5, 4.8 uS
  Mismatch mean, s.d.: 171.9, 11.2 uS
  Ratio of means: 2.370
  Conductance cut: 102.1 uS
  Misread: 0 of 40000 sampled sums
Thermal noise on line: 0.36 mV
-- hot word: transistor, wire, leakage, temperature --
Off-transistor leakage, hot: 10 nA
G0, G1 hot: 122.8, 195.9 uS
G1/G0 hot, combined: 1.596
Hot voltage match, mismatch: 0.157, 0.079 V
Hot full match below fixed threshold: True
```
